\section*{Electron pressure and neutral depletion in a 5 mTorr argon discharge}

\section*{Problem}

An argon plasma fills the space between two large parallel walls a distance $L=10$ cm apart. At the midplane the plasma density is $n_0=10^{18}\ \mathrm{m^{-3}}$. The electron temperature is $T_e=3$ eV everywhere, and the gas is at $T_g=300$ K. The chamber was filled to 5 mTorr before the plasma was lit.

\begin{enumerate}
\item[(a)] Find the electron pressure at the midplane. How can so few electrons have a pressure comparable with that of the gas?
\item[(b)] By how much does the plasma lower the gas pressure at the midplane relative to the plasma edge?
\item[(c)] Evaluate this when a large plasma-free volume holds the edge at 5 mTorr, and when the plasma fills a sealed vessel.
\item[(d)] Are 3 eV and $10^{18}\ \mathrm{m^{-3}}$ compatible with particle and power balance?
\item[(e)] Does neutral depletion matter in this discharge?
\end{enumerate}

\section*{Solution}

\subsection*{(a) The electron pressure}

For a Maxwellian the pressure is $p_e=n_0kT_e$. With $kT_e$ in joules,
\begin{equation}
p_e=10^{18}\times 3\times1.602\times10^{-19}=0.481\ \mathrm{Pa}=3.6\ \mathrm{mTorr},
\end{equation}
since 1 mTorr is 0.1333 Pa. This is 0.72 of the filling pressure.

The filling gas has density $1.61\times10^{20}\ \mathrm{m^{-3}}$, so the electrons number 0.0062 per gas atom. Their temperature, however, is 116 times that of the gas. The pressure ratio is the product, $0.0062\times116\simeq0.72$.

It does not follow that the gas pressure at the midplane falls to $5-3.6=1.4$ mTorr. Electrons hardly push on the atoms directly. Their pressure acts on the ions through the electric field, and the ions pass momentum to the gas when they collide with it. The size of the depletion depends on how much momentum is passed on.

\subsection*{(b) The push on the gas}

Let $x$ run from the midplane towards one wall. The ions have mass $M$, density $n$ equal to the electron density, and mean velocity $u(x)$, with $u(0)=0$. They are born at rest, and all ions at a given $x$ are taken to have the same velocity. The gas has density $n_g$ and pressure $p_g=n_gkT_g$, and moves much more slowly than the ions. Let $\sigma$ be an effective ion--neutral cross section, taken as constant and defined by the friction law that follows. (With the standard momentum-transfer cross section $\sigma_m$, the friction for equal masses carries the reduced mass $M/2$, so $\sigma$ corresponds to $\sigma_m/2$ up to a factor of order one from the spread of ion velocities.) An ion collides at the rate $n_g\sigma u$ and loses momentum $Mu$ each time, so the friction force per volume is $Mnn_g\sigma u^2$.

Neglecting electron inertia and drag, the electron force balance is $0=-enE-kT_e\,n'$, where a prime means $d/dx$. Hence $enE=-kT_e\,n'$. The ion momentum equation becomes
\begin{equation}
(Mnu^2)'=enE-Mnn_g\sigma u^2=-kT_e\,n'-Mnn_g\sigma u^2 .
\label{ion}
\end{equation}
The gas receives the opposite friction force, which its pressure gradient balances:
\begin{equation}
p_g'=Mnn_g\sigma u^2 .
\label{gas}
\end{equation}
The gas pressure therefore rises towards the wall. Adding the two equations removes the friction:
\begin{equation}
p_g+nkT_e+Mnu^2=\text{constant}.
\label{sum}
\end{equation}

The plasma ends at the sheath edge, where the ions reach the Bohm speed $u_B=\sqrt{kT_e/M}$. Write the density there as $hn_0$. At the edge $Mnu_B^2=hn_0kT_e$, equal to the electron pressure. Equating the sum at midplane and edge gives
\begin{align}
p_g(0)+n_0kT_e&=p_g(\text{edge})+2hn_0kT_e,\\
\Delta p\equiv p_g(\text{edge})-p_g(0)&=n_0kT_e(1-2h).
\label{drop}
\end{align}

To find $h$, add ion continuity, $(nu)'=Knn_g$, where $K$ is the ionization rate coefficient. Define
\[
v=\frac{u}{u_B},\qquad \kappa=\frac{Kn_g}{u_B},\qquad r=\frac{\sigma u_B}{K},\qquad s=\frac{n'}{n}.
\]
Continuity divided by $nu_B$ reads $v'=\kappa-vs$. In \eqref{ion}, the product rule gives $(Mnu^2)'=Mu(nu)'+Mnuu'$. Dividing by $Mnu_B^2$, and using $\sigma n_g=r\kappa$,
\begin{equation}
\kappa v+vv'=-s-r\kappa v^2 .
\end{equation}
Substituting $v'$ gives $2\kappa v-v^2s=-s-r\kappa v^2$, and so
\begin{align}
s&=-\kappa\,\frac{2v+rv^2}{1-v^2},\\
v'&=\kappa-vs=\kappa\,\frac{1+v^2+rv^3}{1-v^2}.
\label{vprime}
\end{align}
Their ratio no longer contains the gas density:
\begin{equation}
\frac{d\ln n}{dv}=-\frac{2v+rv^2}{1+v^2+rv^3},\qquad
h=\exp\!\left[-\int_0^1\frac{2v+rv^2}{1+v^2+rv^3}\,dv\right].
\label{h}
\end{equation}

Without collisions $r=0$, the integral is $\ln2$, and $h=1/2$. Then $\Delta p=0$: at the edge, half of the midplane electron pressure remains as electron pressure and half has become ion momentum flux, so nothing is passed to the gas. The derivative of the integrand with respect to $r$ is
\[
\frac{v^2(1+v^2+rv^3)-v^3(2v+rv^2)}{(1+v^2+rv^3)^2}
=\frac{v^2(1-v^2)}{(1+v^2+rv^3)^2}>0\quad(0<v<1),
\]
so collisions lower $h$. For large $r$, the integrand is at least $rv^2/(2+rv^3)$, whose integral is $\frac13\ln(1+r/2)$. Thus $h\to0$ and $\Delta p\to p_e$. In this model the electron pressure is the upper limit of the depletion, approached when ions are very collisional.

\subsection*{(c) The two filling conditions}

The gap fixes $r$. Inverting \eqref{vprime} and integrating,
\begin{equation}
\frac L2=\frac r\sigma\int_0^1\frac{1-v^2}{n_g(v)\,(1+v^2+rv^3)}\,dv .
\label{length}
\end{equation}
Here \eqref{sum} supplies
$n_gkT_g=p_g(\text{edge})+kT_e[2hn_0-n(1+v^2)]$.
I take $\sigma=10^{-18}\ \mathrm{m^2}$, a rough value for argon. The ion mean free path at a 5 mTorr edge is then $1/(n_g\sigma)=0.62$ cm, much less than the half-gap of 5 cm. The integrals were evaluated by the trapezoidal rule and $r$ was found by numerical root finding.

\paragraph{Edge held at 5 mTorr.} The solution is $r=17.2$ and $h=0.319$, so
\begin{equation}
\Delta p=3.605\,(1-2\times0.3193)=1.30\ \mathrm{mTorr}.
\end{equation}
The midplane gas pressure is 3.7 mTorr, a depletion of 26\%; halving the rough $\sigma$ would lower this to 18\%. Gas has left the plasma region for the surrounding volume.

\paragraph{Sealed vessel.} Gas atoms and ions together are now conserved: the spatial mean of $n_g+n$ must equal the filling density. Solving for the edge pressure as well gives 6.1 mTorr at the edge and 4.7 mTorr at the midplane. The difference is about 1.5 mTorr, but the midplane is just 6\% below the filling pressure. Most of the contrast appears as a rise near the walls.

The following cases all have the edge held at 5 mTorr, $T_e=3$ eV and $T_g=300$ K. The last column is relative to 5 mTorr.

\begin{center}
\begin{tabular}{ccccc}
\hline
$L$ (cm) & $n_0$ ($\mathrm{m^{-3}}$) & $h$ & $\Delta p$ (mTorr) & depletion\\
\hline
2 & $10^{18}$ & 0.43 & 0.51 & 10\%\\
10 & $10^{18}$ & 0.32 & 1.30 & 26\%\\
50 & $10^{18}$ & 0.20 & 2.20 & 44\%\\
10 & $10^{17}$ & 0.30 & 0.14 & 2.9\%\\
10 & $10^{16}$ & 0.30 & 0.015 & 0.3\%\\
\hline
\end{tabular}
\end{center}

A wider gap brings the difference closer to $p_e$. At fixed gap, it is nearly proportional to density. The proportionality is not perfect because depletion thins the gas through which the ions move, and $h$ rises from 0.30 to 0.32.

Holding $T_e$ fixed means that $K$ is adjusted to suit each row. By \eqref{h}, a smaller $h$ goes with a larger $r$, hence a smaller $K=\sigma u_B/r$. Real electrons would therefore be cooler in the widest gap and hotter in the narrowest one.

\subsection*{(d) Particle and power balance}

With $u_B=2.69\times10^3$ m/s, the held-edge solution requires
\begin{equation}
K=\frac{\sigma u_B}{r}=\frac{10^{-18}\times2692}{17.22}=1.56\times10^{-16}\ \mathrm{m^3/s}.
\end{equation}

For comparison, let the ionization cross section rise linearly above threshold, as $C(\mathcal E-I)$, with $I=15.76$ eV and a rough slope $C=1.5\times10^{-21}\ \mathrm{m^2/eV}$. Let $T$ be the electron temperature in eV, $m$ the electron mass and $\bar v=\sqrt{8eT/\pi m}$ the mean electron speed. Averaging cross section times speed over a Maxwellian, with $\mathcal E=I+w$, gives
\begin{align}
K(T)&=\frac{C\bar v}{T^2}\int_I^\infty(\mathcal E-I)\,\mathcal E\,e^{-\mathcal E/T}d\mathcal E\nonumber\\
&=\frac{C\bar v}{T^2}e^{-I/T}\int_0^\infty(w^2+Iw)e^{-w/T}dw
=C\bar v(I+2T)e^{-I/T}.
\end{align}
The last step uses $\int_0^\infty w^2e^{-w/T}dw=2T^3$ and $\int_0^\infty we^{-w/T}dw=T^2$. At 3 eV the result is $2.0\times10^{-16}\ \mathrm{m^3/s}$, somewhat more than required. Repeating the profile calculation at other temperatures gives balance at about 2.9 eV, so 3 eV is a consistent choice within these rough data. A rate coefficient smaller by a factor of 1.5, well within their uncertainty, would fall below the required value at 3 eV and move the balance to about 3.1 eV.

The ion flux to each wall is $hn_0u_B=8.6\times10^{20}\ \mathrm{m^{-2}s^{-1}}$. If each electron--ion pair costs roughly 80 eV, including excitation and the energy carried to the wall, the power is 1.1 W/cm$^2$ on each wall. The density is therefore compatible with power balance if the plasma absorbs about 2.2 W per cm$^2$ of its cross-section parallel to the walls. At fixed $h$, $T_e$ and energy cost, both this power and $p_e$ are proportional to $n_0$. A discharge with a hundredth of the power would then have a negligible electron-pressure effect at 5 mTorr.

\subsection*{(e) Does depletion matter?}

Two assumptions behind the numbers in (c) need particular care.

First, \eqref{gas} supposes that the gas shares the ions' momentum locally. In charge exchange, a fast ion becomes a fast neutral, which may reach the wall without another collision. For a rough neutral--neutral cross section $\sigma_{nn}=3\times10^{-19}\ \mathrm{m^2}$, the mean free path at the edge is 2.1 cm, not very small beside 5 cm. Moreover, the friction is strongest near the wall, because $nu$, $u$ and $n_g$ all increase outwards. Suppose that every fast neutral moves straight outwards and gives up its momentum at its first collision. With $F=Mnn_g\sigma u^2$, the fraction of the push left in the gas is
\begin{equation}
f=\frac{\int_0^{L/2}F(x)\left[1-\exp\!\left(-\sigma_{nn}\int_x^{L/2}n_g\,dx'\right)\right]dx}{\int_0^{L/2}F(x)\,dx}=0.31,
\end{equation}
evaluated on the held-edge profile. The pressure difference falls to $0.31\times1.30\simeq0.40$ mTorr, or 8\% of the filling pressure. This is a rough correction, not a kinetic solution, but it shows that the 26\% cannot be taken as precise. It counts momentum only: every fast atom that escapes is also an atom removed from the gas, about two for each ion reaching the wall on this profile, so the loss of midplane gas density is likely larger than 8\%.

Second, the gas in a dense discharge is heated. Take 600 K as an assumed value. It does not follow from this model: the ion friction releases only about 0.01 to 0.02 W/cm$^2$ per wall, enough to warm the midplane by some tens of kelvin, so 600 K needs other heat sources or hot walls. If the midplane pressure stays at 3.7 mTorr, the gas density there is $(3.7/5)\times(300/600)=0.37$ of its filling value. At equal pressure, heating alone supplies a factor of one half, more than the plasma pressure does. Equal pressure is itself an approximation when the mean free path is a few centimetres: in a gas without collisions the density would vary as $T_g^{-1/2}$, giving a factor of 0.71. The thinner gas also takes less momentum from the ions, so the midplane pressure would in fact lie somewhat above 3.7 mTorr. This estimate needs an outside volume into which gas can escape; uniform heating of a sealed vessel leaves the mean density unchanged, although a hot midplane between cold walls still moves gas towards the walls.

Several other neglected effects are smaller. Ions at a rough 0.1 eV have a midplane pressure of 0.12 mTorr. The gas flow that replaces the ions has a momentum flux of about 0.002 mTorr at the edge, or about 0.02 mTorr if it must also replace the escaping fast neutrals. With a rough electron--neutral momentum-transfer coefficient of $10^{-13}\ \mathrm{m^3/s}$, electron drag on the gas is 0.2\% of the ion drag. The Debye length is 0.0013 cm, so treating the plasma as quasineutral up to a thin sheath is reasonable. Three omissions are not estimated here: losses to side walls; the spread of ion velocities at each point, which changes $h$ and the edge momentum flux used in \eqref{drop}; and the thermal motion of the gas atoms, which raises the collision rate of the slow ions near the midplane.

Neutral depletion thus matters here if the plasma is open to a 5 mTorr reservoir: with the gas at 300 K, the estimates above have plasma pressure removing roughly a tenth to a quarter of the midplane gas, leaving aside the three omissions just listed. Heating to 600 K, if it is reached, can remove more, and it also weakens the effect of the plasma pressure. In a sealed vessel filled by the plasma, with the gas at a uniform 300 K, the midplane loss is 6\% before the fast-neutral correction, and the main effect is an uneven gas distribution. The ratio $p_e/p_g=0.72$ is a good reason to examine depletion, but it is not the depleted fraction.
